\section*{Exterior conformal map and capacity of a symmetric n-armed star}

\section{What goes wrong with the wrong radius}

A flat island on a crystal surface grows by catching adatoms that diffuse to its edge. If the adatom density $N$ adjusts quickly compared with the growth of the island, and if no atoms are deposited between the island and a distant supply, then
\begin{equation}
\nabla^2 N=0,\qquad N=0\ \text{on the island edge}.
\end{equation}
The second condition assumes that every atom reaching the edge sticks and that none detaches. Let the density be held at $N_R$ on a ring of radius $R$. For a disk-shaped island of radius $a$ the solution and the number of atoms caught per unit time are
\begin{equation}
N=N_R\frac{\ln(r/a)}{\ln(R/a)},\qquad
J=2\pi r D\,\frac{\partial N}{\partial r}=\frac{2\pi D N_R}{\ln(R/a)},
\label{disk}
\end{equation}
with $D$ the diffusion coefficient.

Now let the island be a star with three thin arms of length $L$, and let $R=3L$. Which $a$ belongs in \eqref{disk}? The tempting choice $a=L$ gives $\ln 3=1.0986$. The correct logarithm, found below, is $1.5607$. With $R$ and $N_R$ held fixed, the choice $a=L$ therefore overstates the capture rate by a factor $1.5607/1.0986=1.42$. The gaps between the arms matter, and the radius that accounts for them is the logarithmic capacity.

\section{The quantity to be found}

Let $S$ be a bounded, closed and connected set of more than one point in the plane $z=x+iy$. Its Green function $G$ is harmonic outside $S$, vanishes on $S$, and far away behaves as
\begin{equation}
G(z)=\ln|z|-\ln c+o(1).
\label{green}
\end{equation}
The length $c$ is the logarithmic capacity. For a disk $G=\ln(r/a)$, so $c=a$.

There is one such $G$. The difference of two candidates is harmonic outside $S$, zero on $S$, and tends to a constant at infinity. In the variable $1/z$ infinity is then an ordinary interior point, and the maximum principle makes the difference zero everywhere.

Suppose an analytic function $z=f(w)$ maps $|w|>1$ one-to-one onto the outside of $S$, sends $|w|=1$ continuously to $S$, and obeys $f(w)/w\to c>0$ at infinity. Then
\begin{equation}
G(z)=\ln|w|.
\label{Gw}
\end{equation}
Indeed $\ln|w|$ is the real part of a locally analytic function of $z$, hence harmonic. It is zero on $S$, and $|z|/|w|\to c$ gives $\ln|w|=\ln|z|-\ln c+o(1)$. The coefficient of $w$ at infinity is thus the capacity.

\section{One arm}

Take $S=[0,L]$. On the unit circle $\zeta=e^{i\varphi}$ the sum $\zeta+1/\zeta=2\cos\varphi$ runs over $[-2,2]$. Adding 2 and scaling by $L/4$ moves this interval to $[0,L]$:
\begin{equation}
Z=\frac L4\left(\zeta+2+\frac1\zeta\right).
\label{jouk}
\end{equation}
To see that $|\zeta|>1$ covers the outside once, multiply by $4\zeta/L$ and collect terms:
\begin{equation}
\zeta^2+\left(2-\frac{4Z}{L}\right)\zeta+1=0 .
\end{equation}
The product of the two roots is 1. Either one root lies outside the unit circle and the other inside, or both lie on it. In the second case $1/\zeta=\zeta^*$, so $Z=\tfrac L2(1+\cos\varphi)$ lies in $[0,L]$. Conversely, every $Z$ in $[0,L]$ has this form, with both roots on the circle. Each $Z$ off the segment therefore has one preimage with $|\zeta|>1$.

At infinity $Z/\zeta\to L/4$. The capacity of a segment is a quarter of its length, $L=4c$.

\section{From one arm to $n$ arms}

Let the star consist of $n$ straight arms of equal length $L$ and zero width, leaving the origin at angles $2\pi k/n$, $k=0,\dots,n-1$. A point lies on the star when $z^n$ is real and between 0 and $L^n$, since taking the $n$th power multiplies each arm's angle by $n$ and lays all arms on the positive real axis. The power $Z=z^n$ folds the star onto one segment of length $L^n$.

Use \eqref{jouk} with $L$ replaced by $L^n$, and set $\zeta=w^n$:
\begin{align}
z^n&=\frac{L^n}{4}\left(w^n+2+w^{-n}\right)\nonumber\\
&=\frac{L^n}{4}\,w^n\left(1+2w^{-n}+w^{-2n}\right)
=\frac{L^n}{4}\,w^n\left(1+w^{-n}\right)^2 .
\label{folded}
\end{align}
For $|w|>1$ we have $|w^{-n}|<1$, so $1+w^{-n}$ has a positive real part. It neither vanishes nor circles the origin, and its principal power is analytic. Taking the $n$th root of \eqref{folded} gives
\begin{equation}
\boxed{f(w)=c\,w\left(1+w^{-n}\right)^{2/n},\qquad
c=\left(\frac{L^n}{4}\right)^{1/n}=\frac{L}{4^{1/n}}.}
\label{map}
\end{equation}
Since $f(w)/w\to c$, this $c$ is the capacity once $f$ is shown to be one-to-one and onto. Unfolding could have spoiled either property, so both need an argument. It rests on the symmetry
\begin{equation}
f(\varepsilon w)=\varepsilon f(w)\quad\text{if }\varepsilon^n=1,
\label{sym}
\end{equation}
which holds because $w^{-n}$ is unchanged by $w\to\varepsilon w$.

\emph{One-to-one.} Let $f(w_1)=f(w_2)$. Then $f(w_1)^n=f(w_2)^n$, and the one-arm result gives $w_1^n=w_2^n$, so $w_2=\varepsilon w_1$ with $\varepsilon^n=1$. By \eqref{sym}, $f(w_2)=\varepsilon f(w_1)$. As $f$ is nonzero, $\varepsilon=1$.

\emph{Onto.} For $|w|>1$, $f(w)^n$ is off the segment, so $f(w)$ is off the star. Conversely, take $z$ off the star. Then $z^n$ is off the segment and equals $f(w_0)^n$ for some $|w_0|>1$. Hence $z=\varepsilon f(w_0)=f(\varepsilon w_0)$ for one of the $n$th roots of unity.

Therefore
\begin{equation}
L=4^{1/n}c .
\label{result}
\end{equation}

\subsection{Following the boundary}

Put $w=e^{i\theta}$ with $|\theta|<\pi/n$. Then
\begin{equation}
1+e^{-in\theta}=2\cos\frac{n\theta}{2}\;e^{-in\theta/2},
\end{equation}
where the cosine is positive and the phase lies between $-\pi/2$ and $\pi/2$, on the principal branch. Raising to the power $2/n$ turns the phase into $e^{-i\theta}$, which cancels the phase of $w$:
\begin{equation}
f(e^{i\theta})=c\,4^{1/n}\cos^{2/n}\frac{n\theta}{2}
=L\cos^{2/n}\frac{n\theta}{2}.
\label{boundary}
\end{equation}
This is the arm on the positive real axis. Its tip is at $\theta=0$, and the centre of the star is at $\theta=\pm\pi/n$. Positive and negative $\theta$ are the two sides of the arm. The other arms follow from \eqref{sym}.

\subsection{Limits and an independent calculation}

For $n=1$, \eqref{result} returns $L=4c$. For $n=2$ the star is a segment of length $2L$, and $L=2c$ again makes the capacity a quarter of the total length. For $n\to\infty$,
\begin{equation}
4^{1/n}=e^{(\ln4)/n}\to1,\qquad c\to L .
\end{equation}
At fixed $|w|>1$ the factor $(1+w^{-n})^{2/n}$ also tends to 1, so $f\to cw$. Seen from outside, a star with very many arms is a disk of radius $L$.

The capacity can also be found without the map. Spread a unit charge $\mu$ over $S$ so that $V=\int\ln|z-t|\,d\mu(t)$ has the same value $V_S$ everywhere on $S$. Then $V-V_S$ satisfies all the conditions on $G$ and tends to $\ln|z|-V_S$, so $c=e^{V_S}$. Solving numerically for the charge gives $L/c=1.5875$ for three arms, against $4^{1/3}=1.5874$, and $1.2600$ for six, against $1.2599$.

The derivation needs equal arms at equal angles. With unequal angles $z^n$ need not lay the arms on one line, and with unequal lengths the shorter arms cover only part of the segment. In either case the star is no longer the set of all $z$ with $z^n$ on one segment, and \eqref{result} has no claim to hold. The Green function and the capacity still exist, but need another map.

\section{Where the atoms land}

The arrival rate on a piece of edge is proportional to the flux of $\nabla G$ through it. A conformal map preserves this flux, because lengths are stretched by the factor by which gradients shrink. In the $w$ plane $G=\ln|w|$ sends equal flux to equal angles, so arrivals are uniform in $\theta$.

By \eqref{boundary}, a point on the arm lies beyond $r=\rho L$ when $\cos(n\theta/2)>\rho^{n/2}$, that is, when $|\theta|<(2/n)\arccos\rho^{n/2}$. This interval has width $(4/n)\arccos\rho^{n/2}$. Multiplying by $n$ arms and dividing by $2\pi$ gives the fraction of atoms landing beyond $\rho L$:
\begin{equation}
P(\rho)=\frac2\pi\arccos\rho^{n/2}.
\label{P}
\end{equation}
It is 1 at $\rho=0$ and 0 at $\rho=1$. For $n\to\infty$ at fixed $\rho<1$, $\rho^{n/2}\to0$ and $P\to1$: arrivals concentrate at the ends of the arms, as they must if the star is to act as a disk.

Near a tip put $\rho=1-\delta$ with $n\delta\ll1$. Then $\rho^{n/2}\simeq1-n\delta/2$, and $\arccos(1-x)\simeq\sqrt{2x}$ gives
\begin{equation}
P\simeq\frac2\pi\sqrt{n\delta},\qquad
\frac{dP}{d\delta}\simeq\frac1\pi\sqrt{\frac n\delta}.
\end{equation}
The arrival rate per unit length diverges at the tip. If the edge advanced in proportion to it, a tip of zero width would move infinitely fast, so a growth law needs a smallest length, such as an arm width or an atom spacing. Equation \eqref{map} describes the field around a given star; it does not say that the star keeps its shape while growing.

\section{Capture from a ring}

Far from the star the lines of constant $G$ are almost circles. To see how nearly, take the logarithm of \eqref{map}:
\begin{equation}
G=\ln\frac rc-\frac2n\,\mathrm{Re}\ln(1+w^{-n})
\simeq\ln\frac rc-\frac2n\left(\frac cr\right)^n\cos n\phi,
\label{far}
\end{equation}
with $\phi$ the polar angle of $z$. For $r>L$ the correction is the real part of an analytic function of $z$ that vanishes at infinity. Its average over a circle is zero, so the ring average of $G$ is $\ln(R/c)$ without correction.

A ring with uniform density requires the angular term to be cancelled. Add $\alpha\,\mathrm{Re}(w^n-w^{-n})$, which is harmonic, zero on the star, and carries no net flux. At $r=R$ it is close to $\alpha(R/c)^n\cos n\phi$, so
\begin{equation}
\alpha\simeq\frac2n\left(\frac cR\right)^{2n}.
\end{equation}
Its ring average follows from \eqref{folded}, which reads $w^n+2+w^{-n}=(z/c)^n$. Hence $w^n-w^{-n}=(z/c)^n-2-2w^{-n}$. The first and last terms average to zero, leaving $-2\alpha$. The logarithm therefore changes by about $-(4/n)(c/R)^{2n}$, and apart from this
\begin{equation}
J=\frac{2\pi D N_R}{\ln(R/c)} .
\label{J}
\end{equation}
The star captures like a disk of radius $c$. For $n=3$ and $R=3L$, $(c/R)^6=8.6\times10^{-5}$, and the correction is negligible.

\section{Deposition inside the cell}

In vapour deposition atoms do not come from a ring. They fall everywhere, at a rate $F$, and each island drains a cell of radius $R$ around it. The steady density obeys
\begin{equation}
D\nabla^2N=-F .
\end{equation}
Since $\nabla^2|z|^2=4$, write
\begin{equation}
N=\frac{F}{4D}\left(u-|z|^2\right),\qquad \nabla^2u=0,\qquad u=|z|^2\ \text{on the star}.
\end{equation}
Split $u=A\,G+u_0$, where $u_0$ stays bounded at infinity and takes the values $|z|^2$ on the star. Its value at infinity is its average over the unit circle in $w$:
\begin{equation}
B=\frac1{2\pi}\int_0^{2\pi}|f(e^{i\theta})|^2\,d\theta .
\end{equation}
As arrivals from far away are uniform in $\theta$, $B$ is the mean square distance from the centre at which such atoms land. For $R>L$ the ring average of $u_0$ is $B$, so that
\begin{equation}
\langle N\rangle_R=\frac F{4D}\left[A\ln\frac Rc+B-R^2\right].
\end{equation}
Zero net flux through the cell edge requires $d\langle N\rangle_r/dr=0$ at $r=R$ with $A$ held fixed. This gives $A/R-2R=0$, or $A=2R^2$, and
\begin{equation}
\langle N\rangle_R=\frac F{4D}\left[2R^2\ln\frac Rc-R^2+B\right].
\label{source}
\end{equation}
Requiring zero flux at each point of the ring would again add growing harmonics, with a relative effect of order $(c/R)^{2n}$.

For $B$, insert \eqref{boundary} and let $\psi=n\theta/2$, $s=4/n$. By symmetry the average runs over $0<\psi<\pi/2$:
\begin{align}
\frac B{c^2}&=\frac2\pi\int_0^{\pi/2}(2\cos\psi)^s\,d\psi
=\frac{2^s}{\sqrt\pi}\,\frac{\Gamma\!\left(\frac{s+1}2\right)}{\Gamma\!\left(\frac s2+1\right)}\nonumber\\
&=\frac{\Gamma(1+s)}{\Gamma(1+s/2)^2}
=\frac{\Gamma(1+4/n)}{\Gamma(1+2/n)^2}.
\label{B}
\end{align}
The second form is the beta integral. The third uses the duplication formula $\Gamma(1+s)=2^s\,\Gamma(\frac{s+1}2)\,\Gamma(\frac s2+1)/\sqrt\pi$.

For $n=2$, $B=2c^2=L^2/2$, which is the average of $L^2\cos^2\theta$, as \eqref{boundary} demands. For $n\to\infty$, $B\to c^2$, and \eqref{source} becomes the result for a disk of radius $c$, which vanishes when $R=c$.

If instead the same number of atoms, $J=\pi R^2F$, were supplied at the ring, \eqref{J} would give
\begin{equation}
N_R=\frac{FR^2}{2D}\ln\frac Rc .
\label{lap}
\end{equation}
This is the first term of \eqref{source}. The other two together are negative, since $B<L^2<R^2$, which reflects that atoms deposited inside the cell have less far to travel. The term $-R^2$ lowers the density, and $B$ restores part of it.

\section{A three-armed platinum island}

Platinum on Pt(111) forms branched islands at low temperature, with three preferred branch directions. Rough inputs in this regime are $L=4.0$~nm, an arm width of 0.8~nm, $R=12$~nm, $T=240$~K, $F=0.001$ monolayers per second (ML/s), a hop barrier of 0.26~eV, an attempt rate of $5\times10^{12}$~s$^{-1}$ and an atom spacing $a_0=0.28$~nm. The cell radius is chosen, not derived from a nucleation theory, and the deposition is slow. Densities are in ML, the fraction of sites occupied.

The capacity is
\begin{equation}
c=\frac{4.0\ \text{nm}}{1.5874}=2.52\ \text{nm},\qquad
\ln\frac Rc=\ln\frac{12}{2.52}=1.561 .
\end{equation}
A finite-difference solution of Laplace's equation in the physical plane, with the star inside a ring at $R$, also gives 2.520~nm. Of the atoms that arrive from far away, the outer quarter of the arms receives
\begin{equation}
P(0.75)=\frac2\pi\arccos(0.75^{3/2})=55\% ,
\end{equation}
and the boundary charges give the same figure. This is the value for thin arms; wide arms with flat ends catch a larger share there. For atoms deposited throughout the cell, some of which fall between the arms, the thin-arm share is a little lower, about 53\%.

With $k_BT=0.02068$~eV the total hop rate is $\nu=5\times10^{12}\,e^{-0.26/0.02068}=1.73\times10^7$~s$^{-1}$. Diffusion on the hexagonal lattice is isotropic, with $D=\nu a_0^2/4=3.4\times10^5$~nm$^2$/s. If all atoms came from the ring, \eqref{lap} would give
\begin{equation}
N_R=\frac{0.001\times144\times1.561}{2\times3.4\times10^5}
=3.3\times10^{-7}\ \text{ML}.
\end{equation}
For deposition throughout the cell, $B=9.28$~nm$^2$ and the bracket in \eqref{source} is $449.5-144+9.3=314.8$~nm$^2$, so
\begin{equation}
\langle N\rangle_R=\frac{0.001\times314.8}{4\times3.4\times10^5}
=2.3\times10^{-7}\ \text{ML}.
\end{equation}
This is 30\% below the ring-supplied value at the same $F$ and $R$. Finite differences with zero flux at every point of the cell edge give $2.315\times10^{-7}$~ML, against $2.314\times10^{-7}$~ML from \eqref{source}.

Real arms have width. For flat-ended arms 0.8~nm wide and still 4.0~nm long, the boundary-charge method gives a capacity of 2.91~nm, 16\% above the thin star, and $\ln(R/c)$ falls by 9\%. With $B$ held fixed, this lowers the bracket in \eqref{source} by $0.093\times449.5=42$~nm$^2$, or about 13\%. Thus $L=4^{1/3}c$ is a thin-arm result, and here the width is a clear correction to it. The atom spacing is 7\% of the arm length, so lengthening each arm by one atom raises $c$ by 7\% and lowers $\ln(R/c)$ by about 4\%.

The island covers 9.3~nm$^2$, or 2.1\% of the cell, so at this size about that fraction of the arriving atoms lands on top of it, and less while the island is smaller. Reaching this coverage takes $0.0206/0.001\simeq21$~s, while diffusion across the cell takes $R^2/D=4\times10^{-4}$~s, which justifies the steady equations. Taking $\nu N^2$ per site as a rough rate at which adatoms meet, with the final cell-edge density used everywhere and at all times, gives about 0.1 new nuclei per cell. This is an order of magnitude only. A smaller island leaves a higher adatom density, which raises the number, while $\nu N^2$ also counts repeated meetings of the same two atoms, which lowers it. One island per cell is then a usable first picture, but a second nucleus in some cells is to be expected.

Real islands also have side branches and unequal arms, and sticking may be imperfect. None of these is included, and their effect on the numbers has not been estimated. The full set of values is in the numerical output.

\section*{Computed values}
\begin{verbatim}
Arm length / capacity (dimensionless): formula, boundary charges
  n = 1: 4.0000, 4.0003
  n = 2: 2.0000, 2.0001
  n = 3: 1.5874, 1.5875
  n = 4: 1.4142, 1.4143
  n = 6: 1.2599, 1.2600
Inputs (rough)
  number of arms: 3
  arm length: 4.0 nm
  arm width: 0.8 nm
  cell radius: 12.0 nm
  temperature: 240 K
  deposition rate: 0.001 ML/s
  hop barrier: 0.26 eV
  attempt rate: 5e+12 1/s
  atom spacing: 0.28 nm
Results of the zero-width star
  capacity c: 2.520 nm
  capacity from finite differences: 2.520 nm
  ring correction scale (c/R)^(2n): 8.6e-05
  ln(R/c): 1.5607
  ln(R/L), disk of radius L: 1.0986
  arrivals on outer quarter: 55.0 %
  same from boundary charges: 55.0 %
  thermal energy: 0.02068 eV
  total hop rate: 1.73e+07 1/s
  diffusion coefficient: 3.40e+05 nm^2/s
  edge density, Laplacian model: 3.305e-07 ML
Effects left out of that model
  mean square arrival radius B: 9.277 nm^2
  edge density with deposition in cell: 2.314e-07 ML
  same from finite differences: 2.315e-07 ML
  density change by deposition in cell: -30.0 %
  capacity with finite arm width: 2.913 nm
  capacity change by width: 15.6 %
  change of ln(R/c) by width: -9.3 %
  island area: 9.32 nm^2
  atoms landing on the island: 2.1 %
  atom spacing / arm length: 7.0 %
  diffusion time R^2/D: 4.2e-04 s
  growth time at this coverage: 20.6 s
  new nuclei per cell, order of magnitude: 0.1
\end{verbatim}
